# Matching a pseudopotential's logarithmic derivative to second order in energy: test program

```python
# Hartree atomic units. u(r,E): regular solution of -u''/2+[l(l+1)/2r^2+V]u = E u,
# x = u'/u, x1,x2,x3 = energy derivatives of x, Q(r) = int_0^r u^2, w = du/dE.
# Under test:  x1 = -2Q/u^2,  x2 = -8J/u^2,  J = finite part of int_0^R Q^2/u^2 dr
#   (at a node r_k subtract 2c/eta, c = Q^2/u'^2),  x2 = -4 int(u w)/u^2 + 4Qw/u^3,
#   x2 = -sum phi_n'(R)^2/(E_n-E)^3 over Dirichlet states on [0,R].
# Extended norm conservation (ENC): J_ps(rc) = J_ae(rc) makes x2 match for R >= rc.
# TM = Troullier-Martins. Example: Be 2s, LDA, convention u(rc) = 1.
import numpy as np, mpmath as mp
from math import factorial
from numpy.polynomial import Polynomial as Poly
from numpy.polynomial.legendre import leggauss
from scipy.integrate import solve_ivp
from scipy.interpolate import make_interp_spline
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_legendre, zeta
from scipy.constants import physical_constants
from pyscf import gto, scf, dft
from pyscf.dft import libxc
scf.hf.MUTE_CHKFILE = True
EV = physical_constants['Hartree energy in eV'][0]
R0 = 1e-5
OPT = dict(method='DOP853', rtol=1e-11, atol=1e-14)
rel = lambda a, b: abs(a - b) / abs(b)

def start(l, Z):
    return R0 * (1 - Z * R0 / (l + 1)), (l + 1) - Z * (l + 2) / (l + 1) * R0

def gauss(f, a, b, n):
    t, wt = leggauss(n)
    return 0.5 * (b - a) * np.dot(wt, f(0.5 * (b - a) * t + 0.5 * (a + b)))

def formulas(V, l, Z, E, R):
    def rhs(r, y):
        g = l * (l + 1) / r**2 + 2 * (V(r) - E)
        return [y[1], g * y[0], y[0]**2, y[4], g * y[3] - 2 * y[0], y[0] * y[3]]
    u0, d0 = start(l, Z)
    sol = solve_ivp(rhs, (R0, R), [u0, d0, R0**3 / (2 * l + 3), 0, 0, 0],
                    dense_output=True, **OPT).sol
    g = np.linspace(10 * R0, R, 4000); ug = sol(g)[0]
    nodes = [brentq(lambda r: sol(r)[0], g[i], g[i + 1], xtol=1e-15)
             for i in np.where(ug[:-1] * ug[1:] < 0)[0]]
    f = lambda r: (sol(r)[2] / sol(r)[0])**2
    eta = 0.3 * np.min(np.diff([0.0] + nodes + [R]))
    J, left, cs = 0.0, R0, []
    for rk in nodes:
        c = (sol(rk)[2] / sol(rk)[1])**2; cs.append(c)
        J += gauss(f, left, rk - eta, 80)
        J += gauss(lambda r: f(r) - c / (r - rk)**2, rk - eta, rk + eta, 20) - 2 * c / eta
        left = rk + eta
    J += gauss(f, left, R, 80)
    u, du, Q, w, dw, K = sol(R)
    return dict(x=du / u, x1=-2 * Q / u**2, x2=-8 * J / u**2, u2=u**2, Q=Q / u**2,
                x2w=-4 * K / u**2 + 4 * Q * w / u**3, J=J / u**2, nodes=nodes, c=cs, f=f)

def shoot(segments, Z, E):          # l = 0, many (complex) energies; (u,u') at segment ends
    E = np.asarray(E, complex); n = len(E); u0, d0 = start(0, Z)
    y = np.concatenate([np.full(n, u0, complex), np.full(n, d0, complex)])
    r, out = R0, []
    for V, rend in segments:
        rhs = lambda s, z: np.concatenate([z[n:], 2 * (V(s) - E) * z[:n]])
        y = solve_ivp(rhs, (r, rend), y, **OPT).y[:, -1]
        out.append((y[:n].copy(), y[n:].copy())); r = rend
    return out

def box(Vvec, R, N, nq):            # l = 0 Dirichlet levels and phi'(R)^2
    t, wt = leggauss(nq); k = np.arange(N)
    B = eval_legendre(k[:, None], t) - eval_legendre(k[:, None] + 2, t)
    S = 0.5 * R * (B * wt) @ B.T
    H = np.diag(2.0 * (2 * k + 3) / R) + 0.5 * R * (B * wt * Vvec(0.5 * R * (t + 1))) @ B.T
    En, C = eigh(H, S)
    return En, ((2 * k + 3) @ C * 2 / R)**2

def spectral_x2(Vvec, R, E, M=30):  # free-particle tail for n > M
    En, d2 = box(Vvec, R, 90, 300)
    terms = -d2[:M] / (En[:M] - E)**3
    return terms.sum() - 16 * R**3 / np.pi**4 * zeta(4, M + 1), terms, En

# ---------------- hydrogen against the exact Coulomb solution ----------------
mp.mp.dps = 30
def x_coulomb(E, l, r):
    k = mp.sqrt(mp.mpc(-2 * E)); a, b, z = l + 1 - 1 / k, 2 * l + 2, 2 * k * r
    return (l + 1) / mp.mpf(r) - k + 2 * k * a / b * mp.hyp1f1(a + 1, b + 1, z) / mp.hyp1f1(a, b, z)
VH = lambda r: -1.0 / r
print("H: l, E (Ha), R (bohr), nodes, x2 finite part, x2 exact (1/(bohr Ha^2))")
for l, E, R in [(0, -0.125, 6.0), (0, -0.05, 12.0), (1, 0.3, 10.0)]:
    F = formulas(VH, l, 1, E, R)
    ex = [float(mp.re(mp.diff(lambda e: x_coulomb(e, l, R), mp.mpf(E), n))) for n in (1, 2)]
    assert len(F['nodes']) >= 1
    assert rel(F['x1'], ex[0]) < 1e-7 and rel(F['x2'], ex[1]) < 1e-6 and rel(F['x2w'], ex[1]) < 1e-6
    print(f"  {l} {E:.3f} {R:.1f} {len(F['nodes'])} {F['x2']:.6f} {ex[1]:.6f}")
F = formulas(VH, 0, 1, -0.125, 6.0); c = F['c'][0]; eta = 0.01
assert abs(F['nodes'][0] - 2) < 1e-8 and rel(c, (2 - 14 * np.exp(-2))**2 * np.exp(2)) < 1e-7
assert rel(F['Q'] * F['u2'], 2 - np.exp(-6) * (2 + 12 + 36 + 6**4 / 4)) < 1e-8
ring = gauss(F['f'], 2 + eta, 2 + 2 * eta, 20) + gauss(F['f'], 2 - 2 * eta, 2 - eta, 20)
assert rel(ring, c / eta) < 1e-3
sx, terms, En = spectral_x2(VH, 6.0, -0.125)
assert rel(sx, F['x2']) < 1e-5 and terms[0] > 0 and np.all(terms[1:] < 0)
print(f"H 2s, u ~ r at 0, R = 6 bohr: c = {c:.6f}, u^2 = {F['u2']:.6f}, Q = {F['Q']*F['u2']:.6f} (a.u.)")
print(f"H 2s: J = {F['J']*F['u2']:.6f} (a.u.), x1 = {F['x1']:.6f} 1/(bohr Ha)")
print(f"H 2s: ring eta<|s|<2eta, eta = {eta} bohr: {ring:.4f}, c/eta = {c/eta:.4f} (a.u.)")
print(f"H box levels {En[0]:.5f} {En[1]:.5f} Ha; terms {terms[0]:.4f} {terms[1]:.4f}; sum {sx:.5f} 1/(bohr Ha^2)")

# ---------------- Be atom, LDA ----------------
alphas = 0.015 * 2.2**np.arange(23)
mol = gto.M(atom='Be 0 0 0', basis={'Be': [[0, [float(a), 1.0]] for a in alphas]}, verbose=0)
mf = dft.RKS(mol); mf.chkfile = None; mf.xc = 'lda,vwn'; mf.init_guess = '1e'
mf.grids.atom_grid = (200, 14); mf.grids.prune = None; mf.conv_tol = 1e-10
mf.kernel(); assert mf.converged
t = np.linspace(np.log(1e-6), np.log(21.0), 1500); r = np.exp(t)
ao = mol.eval_gto('GTOval_sph', np.c_[0 * r, 0 * r, r])
rho = 2 * np.sum((ao @ mf.mo_coeff[:, :2])**2, axis=1)
cum = lambda f: (lambda A: A(t) - A(t[0]))(make_interp_spline(t, f, k=5).antiderivative())
Nin, Mo = cum(4 * np.pi * r**3 * rho), cum(4 * np.pi * r**2 * rho)
assert abs(Nin[-1] - 4) < 1e-5
vxc = libxc.eval_xc('lda,vwn', rho, spin=0, deriv=1)[1][0]
W = make_interp_spline(t, -4 + Nin + r * (Mo[-1] - Mo + np.ravel(vxc)), k=5)   # r V versus ln r
Vae = lambda s: W(np.log(s)) / s
lev = box(Vae, 20.0, 120, 400)[0]; eps = lev[1]
assert abs(eps - mf.mo_energy[1]) < 2e-4 and abs(lev[0] - mf.mo_energy[0]) < 1e-3
print(f"Be basis: {len(alphas)} s, exponents {alphas[0]}*2.2^k bohr^-2; E_tot = {mf.e_tot:.5f} Ha")
print(f"Be radial levels: 1s {lev[0]:.5f} Ha, 2s {eps:.6f} Ha = {eps*EV:.4f} eV (basis {mf.mo_energy[1]:.6f} Ha)")
rc, R2 = 2.0, 3.0
A, A2 = formulas(Vae, 0, 4, eps, rc), formulas(Vae, 0, 4, eps, R2)
assert len(A['nodes']) == 1 and len(A2['nodes']) == 1 and A['J'] > 0
print(f"rc = {rc} bohr, R2 = {R2} bohr, node = {A['nodes'][0]:.5f} bohr, c = {A['c'][0]/A['u2']:.3e} bohr^4")
print(f"AE: Q = {A['Q']:.6f} bohr, J = {A['J']:.6f} bohr^3, u^2(R2) = {A2['u2']/A['u2']:.6f}")

# ---------------- norm-conserving family u = r exp(p) ----------------
tc = np.log(rc); W0, W1, W2 = (float(W(tc, nu=n)) for n in range(3))
V0, V1, V2 = W0 / rc, (W1 - W0) / rc**2, (W2 - 3 * W1 + 2 * W0) / rc**3
p1 = A['x'] - 1 / rc
p2 = 2 * (V0 - eps) - 2 * p1 / rc - p1**2
p3 = 2 * V1 - 2 * p2 / rc + 2 * p1 / rc**2 - 2 * p1 * p2
p4 = 2 * V2 - 2 * p3 / rc + 4 * p2 / rc**2 - 4 * p1 / rc**3 - 2 * p2**2 - 2 * p1 * p3
mat = [[Poly.basis(2 * j).deriv(m)(rc) for j in range(5)] for m in range(5)]
cb = np.zeros(9); cb[::2] = np.linalg.solve(mat, [-np.log(rc), p1, p2, p3, p4]); base = Poly(cb)
sP = Poly([0, 0, 1 / rc**2])
yg, wg = leggauss(48); yg, wg = 0.5 * (yg + 1), 0.5 * wg
r1 = rc * yg; r2 = np.outer(r1, yg); b1, b2 = base(r1), base(r2)
u2 = lambda q, bq, a, b: q**2 * np.exp(2 * (bq + (a + b * (q / rc)**2) * (1 - (q / rc)**2)**5))
a_of = lambda b: brentq(lambda a: np.log(rc * wg @ u2(r1, b1, a, b) / A['Q']), -5000, 150, xtol=1e-13)
p_of = lambda b: base + (a_of(b) + b * sP) * (1 - sP)**5
def J_of(b):
    a = a_of(b)
    return rc * wg @ ((r1 * (u2(r2, b2, a, b) @ wg))**2 / u2(r1, b1, a, b))
def curv(b):
    cf = p_of(b).coef
    return cf[2]**2 + 5 * cf[4]
def roots(f):
    g = np.arange(-60, 80.01, 0.5); v = np.array([f(b) for b in g])
    return [brentq(f, g[i], g[i + 1], xtol=1e-13) for i in np.where(v[:-1] * v[1:] < 0)[0]]
bT = min(roots(curv), key=lambda b: abs(p_of(b).coef[2]))
bE = min(roots(lambda b: J_of(b) - A['J']), key=lambda b: abs(b - bT))
assert J_of(-60) > A['J'] > J_of(80)
def V_of(b):
    d = p_of(b).deriv()
    return eps + Poly(d.coef[1:]) + 0.5 * (d.deriv() + d * d)

# ---------------- direct derivatives by Cauchy contour in complex energy ----------------
M, rad = 20, 0.04
th = 2 * np.pi * (np.arange(M) + 0.5) / M
off = np.array([0.02, 0.04, -0.1, 0.1, 0.3]); Esc = np.array([0.05, 0.2, 0.5]); k = np.sqrt(2 * Esc)
res = {}
for name, Vin, Z in [('AE', Vae, 4), ('TM', V_of(bT), 0), ('ENC', V_of(bE), 0)]:
    out = shoot([(Vin, rc), (Vae, R2)], Z, np.r_[eps + rad * np.exp(1j * th), eps + off])
    xs = [du / u for u, du in out]
    der = [[factorial(n) * np.mean(x[:M] * np.exp(-1j * n * th)).real / rad**n for n in range(4)] for x in xs]
    (ui, di), (uo, do) = shoot([(Vin, rc), (Vae, 20.0)], Z, Esc)
    sx, terms, En = spectral_x2(Vin, rc, eps)
    assert rel(sx, der[0][2]) < 1e-5
    res[name] = dict(d=der, xo=xs[0][M:].real, ui=ui.real, di=di.real, terms=terms, En=En,
                     amp=np.hypot(uo.real, do.real / k), ph=np.arctan2(k * uo.real, do.real))
ae = res['AE']
for i, Fm in enumerate((A, A2)):
    assert rel(Fm['x1'], ae['d'][i][1]) < 1e-7
    assert rel(Fm['x2'], ae['d'][i][2]) < 1e-6 and rel(Fm['x2w'], ae['d'][i][2]) < 1e-6
assert ae['terms'][0] > 0
print(f"AE x2 spectral terms at rc: 1s {ae['terms'][0]:.3e}, 2s {ae['terms'][1]:.5f}, 3s {ae['terms'][2]:.5f} 1/(bohr Ha^2)")
print("x (1/bohr), x1 (1/(bohr Ha)), x2 (1/(bohr Ha^2)), x3 (1/(bohr Ha^3)):")
for name in res:
    for i, R in enumerate((rc, R2)):
        print(f"  {name:3s} R = {R}: " + " ".join(f"{v:.6f}" for v in res[name]['d'][i]))
print(f"AE  poles of x at rc above reference: {ae['En'][1]:.5f} {ae['En'][2]:.5f} Ha")
print("offsets E - E_2s (Ha): " + " ".join(f"{v:.2f}" for v in off))
print("scattering energies (Ha): " + " ".join(f"{v:.2f}" for v in Esc))
for name, b in [('TM', bT), ('ENC', bE)]:
    P, J, Vp = res[name], J_of(b), V_of(b)
    assert rel(-8 * J, P['d'][0][2]) < 1e-6 and np.all(P['terms'] < 0)
    for i, scale in enumerate((1.0, A2['u2'] / A['u2'])):
        assert abs(P['d'][i][0] - ae['d'][i][0]) < 1e-7 and rel(P['d'][i][1], ae['d'][i][1]) < 1e-7
        dx2 = P['d'][i][2] - ae['d'][i][2]
        assert abs(dx2 + 8 * (J - A['J']) / scale) < 1e-6 * abs(ae['d'][i][2])
        if name == 'ENC':
            assert abs(dx2) < 1e-6 * abs(ae['d'][i][2])
        else:
            assert abs(dx2) > 1e-4 * abs(ae['d'][i][2])
    dx = P['xo'] - ae['xo']; slope = np.log2(abs(dx[1] / dx[0]))
    assert (slope > 2.7) if name == 'ENC' else (abs(slope - 2) < 0.25)
    full = lambda s: np.where(s < rc, Vp(np.minimum(s, rc)), Vae(s))
    e0 = box(full, 20.0, 120, 400)[0][0]
    assert abs(e0 - eps) < 1e-4
    lhs = np.sin(ae['ph'] - P['ph'])
    rhs_w = (ae['ui'] * P['di'] - ae['di'] * P['ui']) / (k * ae['amp'] * P['amp'])
    assert np.max(np.abs(lhs - rhs_w)) < 1e-7
    dph = (P['ph'] - ae['ph'] + np.pi / 2) % np.pi - np.pi / 2
    cf = p_of(b).coef
    print(f"{name}: a = {a_of(b):.5f}, b = {b:.5f}, c0 = {cf[0]:.5f}, c2 = {cf[2]:.5f} bohr^-2, c4 = {cf[4]:.5f} bohr^-4")
    print(f"{name}: J = {J:.6f} bohr^3, J - J_ae = {J-A['J']:.3e} bohr^3, V(0) = {Vp(0.0):.4f} Ha")
    print(f"{name}: lowest level {e0:.6f} Ha; poles of x at rc {P['En'][0]:.5f} {P['En'][1]:.5f} Ha")
    print(f"{name}: x_ps - x_ae at rc (1/bohr): " + " ".join(f"{v:.3e}" for v in dx))
    print(f"{name}: error exponent from offsets 0.02, 0.04 Ha: {slope:.3f}")
    print(f"{name}: delta_ps - delta_ae mod pi (rad): " + " ".join(f"{v:.3e}" for v in dph))
print("all tests passed")
```

Running it gives:

```
H: l, E (Ha), R (bohr), nodes, x2 finite part, x2 exact (1/(bohr Ha^2))
  0 -0.125 6.0 1 -69.203347 -69.203347
  0 -0.050 12.0 2 -140.524101 -140.524102
  1 0.300 10.0 2 -44359.091574 -44359.091574
H 2s, u ~ r at 0, R = 6 bohr: c = 0.081940, u^2 = 0.356940, Q = 1.072947 (a.u.)
H 2s: J = 3.087683 (a.u.), x1 = -6.011911 1/(bohr Ha)
H 2s: ring eta<|s|<2eta, eta = 0.01 bohr: 8.1944, c/eta = 8.1940 (a.u.)
H box levels -0.49928 0.01273 Ha; terms 0.0450 -67.3791; sum -69.20334 1/(bohr Ha^2)
Be basis: 23 s, exponents 0.015*2.2^k bohr^-2; E_tot = -14.44721 Ha
Be radial levels: 1s -3.85641 Ha, 2s -0.205745 Ha = -5.5986 eV (basis -0.205744 Ha)
rc = 2.0 bohr, R2 = 3.0 bohr, node = 0.59890 bohr, c = 1.160e-03 bohr^4
AE: Q = 0.829660 bohr, J = 0.227428 bohr^3, u^2(R2) = 0.694398
AE x2 spectral terms at rc: 1s 5.950e-04, 2s -1.75142, 3s -0.05210 1/(bohr Ha^2)
x (1/bohr), x1 (1/(bohr Ha)), x2 (1/(bohr Ha^2)), x3 (1/(bohr Ha^3)):
  AE  R = 2.0: 0.024345 -1.659319 -1.819422 -3.840872
  AE  R = 3.0: -0.324502 -4.944559 -26.721651 -250.230992
  TM  R = 2.0: 0.024345 -1.659319 -1.892508 -4.244759
  TM  R = 3.0: -0.324502 -4.944559 -26.826901 -252.728186
  ENC R = 2.0: 0.024345 -1.659319 -1.819422 -3.830745
  ENC R = 3.0: -0.324502 -4.944559 -26.721651 -250.216408
AE  poles of x at rc above reference: 1.17159 6.58567 Ha
offsets E - E_2s (Ha): 0.02 0.04 -0.10 0.10 0.30
scattering energies (Ha): 0.05 0.20 0.50
TM: a = -0.24981, b = -0.72073, c0 = -0.81499, c2 = 0.29785 bohr^-2, c4 = -0.01774 bohr^-4
TM: J = 0.236563 bohr^3, J - J_ae = 9.136e-03 bohr^3, V(0) = 0.6878 Ha
TM: lowest level -0.205744 Ha; poles of x at rc 1.07521 4.89963 Ha
TM: x_ps - x_ae at rc (1/bohr): -1.517e-05 -6.300e-05 -3.058e-04 -4.423e-04 -6.107e-03
TM: error exponent from offsets 0.02, 0.04 Ha: 2.054
TM: delta_ps - delta_ae mod pi (rad): 2.822e-03 7.074e-03 2.217e-02
ENC: a = -0.94418, b = 2.18826, c0 = -1.50936, c2 = 1.89306 bohr^-2, c4 = -1.36078 bohr^-4
ENC: J = 0.227428 bohr^3, J - J_ae = -8.327e-17 bohr^3, V(0) = 5.4734 Ha
ENC: lowest level -0.205745 Ha; poles of x at rc 1.17422 6.17514 Ha
ENC: x_ps - x_ae at rc (1/bohr): 1.384e-08 1.137e-07 -1.496e-06 1.924e-06 7.020e-05
ENC: error exponent from offsets 0.02, 0.04 Ha: 3.038
ENC: delta_ps - delta_ae mod pi (rad): -2.852e-05 -1.029e-04 -4.558e-04
all tests passed
```
